# Longitudinal Polarizability of an Infinite Line of Point-Polarizable Atoms

When an electric field is applied to a molecular solid, each molecule feels the applied field plus the fields of its polarized neighbours. In a low-k dielectric this matters because the dielectric constant depends on the dipole that a molecule acquires in its surroundings, which differs from the one it would acquire alone. Neighbours ahead of and behind a molecule, along the field, strengthen its dipole. A straight row shows this reinforcement by itself. How large is it, and at what spacing does the simplest description of it break down?

## The model and the field of a dipole

Identical atoms sit at $z_n=nr$. Each is isotropic and responds linearly to the electric field at its position,

$$p=aE_{\rm loc},\qquad a>0. \tag{1}$$

Gaussian units are used, so the polarizability $a$ is a volume. The applied field $E$ is static, uniform and directed along the line. The atoms have no permanent dipoles, and they act on one another as point dipoles.

To find the field of one dipole, place charges $\pm q$ at $z=\pm\delta/2$ and let $\delta\to0$ with $p=q\delta$ fixed. The potential at distance $R=\sqrt{\rho^2+z^2}$ is the difference of two Coulomb potentials whose centres are displaced by $\delta$:

$$\phi=-q\delta\,\frac{\partial}{\partial z}\frac1R=\frac{pz}{R^3}.$$

Its axial field is therefore

$$E_z=-\frac{\partial\phi}{\partial z}=-\frac{p}{R^3}+\frac{3pz^2}{R^5}
=p\,\frac{2z^2-\rho^2}{R^5}. \tag{2}$$

At distance $d$ on the axis ($\rho=0$) this is $+2p/d^3$, parallel to the dipole. At distance $d$ beside the dipole ($z=0$) it is $-p/d^3$, antiparallel. The first value governs the response along the line, the second the response across it.

## Two atoms

For an isolated pair, equations (1) and (2) give

$$p_1=a\left(E+\frac{2p_2}{r^3}\right),\qquad
p_2=a\left(E+\frac{2p_1}{r^3}\right).$$

Subtracting them gives $(p_1-p_2)(1+2a/r^3)=0$. The second factor is positive, so the dipoles are equal. With $p_1=p_2=p$, moving the term in $p$ to the left gives $p(1-2a/r^3)=aE$. The polarizability per atom is

$$A_{\rm pair}=\frac pE=\frac{a}{1-2a/r^3}. \tag{3}$$

It diverges at $r_{\rm pair}=(2a)^{1/3}\approx1.26\,a^{1/3}$.

## The infinite line

Every atom now receives the axial field of all the others:

$$p_n=a\left(E+\frac{2}{r^3}\sum_{m\ne n}\frac{p_m}{|n-m|^3}\right). \tag{4}$$

Try equal dipoles, $p_n=p$. There are two atoms at each distance $sr$, one on either side, so

$$\frac{2}{r^3}\sum_{m\neq n}\frac{p}{|n-m|^3}
=\frac{2p}{r^3}\,2\sum_{s=1}^{\infty}\frac1{s^3}
=\frac{4\zeta(3)}{r^3}\,p, \tag{5}$$

where $\zeta(3)=\sum_{s\ge1}s^{-3}=1.2021$. The sum converges absolutely, so its value does not depend on the order of summation. The nearest neighbours supply the fraction $1/\zeta(3)=0.83$ of it. Inserting (5) in (4) gives $p=aE+4\zeta(3)ap/r^3$, and hence

$$\boxed{A_{\rm chain}=\frac{a}{1-4\zeta(3)a/r^3}},\qquad r^3>4\zeta(3)a. \tag{6}$$

In the stated range this is the one bounded solution. Suppose there were two, differing by $d_n$, and let $D$ be the least upper bound of $|d_n|$. Subtracting the two versions of (4) removes $E$, and taking absolute values gives

$$D\le x\,D,\qquad x\equiv\frac{4\zeta(3)a}{r^3}. \tag{7}$$

Since $x<1$, this requires $D=0$.

For large spacing, (6) becomes $A_{\rm chain}\approx a(1+x)$: each atom responds to the fields of dipoles induced by $E$ alone. The higher terms of $a(1+x+x^2+\cdots)$ describe the repeated response of the atoms to one another. The series stops converging at $x=1$, that is, at

$$r_{\rm chain}=[4\zeta(3)a]^{1/3}\approx1.69\,a^{1/3},\qquad
\frac{r_{\rm chain}}{r_{\rm pair}}=[2\zeta(3)]^{1/3}\approx1.34. \tag{8}$$

As atoms of fixed $a$ are brought together, the line thus diverges earlier than the pair, at a larger spacing. Just above this point, write $r=r_{\rm chain}(1+\epsilon)$. Then $x=(1+\epsilon)^{-3}\approx1-3\epsilon$ and $A_{\rm chain}\approx a/(3\epsilon)$.

## Why the divergence is a limit of stability

Below $r_{\rm chain}$, equation (6) gives a negative number. The energy shows what that means. Creating a dipole $p_n$ costs $p_n^2/(2a)$, and two axial dipoles at distance $d$ have interaction energy $-2p_np_m/d^3$. For $N$ atoms,

$$U=\sum_n\frac{p_n^2}{2a}
-\frac12\sum_{n\ne m}\frac{2p_np_m}{r^3|n-m|^3}-E\sum_np_n. \tag{9}$$

The factor $\tfrac12$ is there because the double sum counts each pair twice. Setting $\partial U/\partial p_n=0$ returns (4), restricted to $N$ atoms. That solution is a stable state if the quadratic part of $U$ is positive for every set of dipoles.

The inequality $2p_np_m\le p_n^2+p_m^2$ gives

$$\sum_{n\ne m}\frac{p_np_m}{|n-m|^3}
\le\sum_np_n^2\sum_{m\ne n}\frac1{|n-m|^3}
\le2\zeta(3)\sum_np_n^2. \tag{10}$$

The first step uses the symmetry of the sum in $n$ and $m$. The second extends the inner sum to an infinite line. The quadratic part of (9) therefore obeys

$$U_2\ge\frac12\left(\frac1a-\frac{4\zeta(3)}{r^3}\right)\sum_np_n^2. \tag{11}$$

If $r^3>4\zeta(3)a$, a chain of any length is stable. To see that the condition cannot be relaxed for long chains, take $N$ equal dipoles. There are $2(N-s)$ ordered pairs at separation $s$, so

$$U_2=\frac{Np^2}{2}\left[\frac1a-\frac{4}{r^3}\sum_{s=1}^{N-1}
\left(1-\frac sN\right)\frac1{s^3}\right]. \tag{12}$$

As $N$ grows, the sum tends to $\zeta(3)$. If $r^3<4\zeta(3)a$, the bracket is negative for a long enough chain. Scaling up $p$ then lowers the energy without limit, because the model has no nonlinear term to stop it. The negative value of (6) belongs to a stationary point that is not a minimum.

For a finite chain, let $\lambda_N$ be the largest eigenvalue of the matrix with elements $2/|n-m|^3$ and zero diagonal. The chain is stable when $r^3>\lambda_Na$. For two atoms $\lambda_2=2$, as in (3). For three atoms the largest eigenvalue has a pattern $(u,v,u)$ with

$$\lambda u=2v+\tfrac14u,\qquad \lambda v=4u .$$

Eliminating $v$ gives $\lambda^2-\lambda/4-8=0$, whose positive root is $\lambda_3=2.956$. Numerical diagonalization gives $\lambda_5=3.809$, $\lambda_{10}=4.428$, $\lambda_{100}=4.800$ and $\lambda_{400}=4.8075$, approaching $4\zeta(3)=4.8082$ from below. Take $a/r^3=0.25$ as an example. Stability then requires $\lambda_N<4$, so a pair and a chain of five are stable, while a chain of ten is not.

## The response across the line

For a field perpendicular to the line, each neighbour contributes $-p/d^3$. The sum in (5) is multiplied by $-\tfrac12$, and

$$A_\perp=\frac{a}{1+2\zeta(3)a/r^3}. \tag{13}$$

The neighbours now weaken the response, and a uniform transverse pattern has no divergence. An alternating pattern, $p_n=(-1)^np$, does reinforce itself. The field at an atom with dipole $p$ is

$$-\frac{2p}{r^3}\sum_{s\ge1}\frac{(-1)^s}{s^3}
=\frac{2p}{r^3}\left[\zeta(3)-2\sum_{k\ge1}\frac1{(2k)^3}\right]
=\frac{3\zeta(3)}{2r^3}\,p. \tag{14}$$

The bracket arises because changing the sign of the even terms removes them twice, and their sum is $\zeta(3)/8$. The coefficient $1.803$ is well below $4.808$. More generally, the argument of (10), applied with $|p_np_m|$, bounds the coupling of any transverse pattern by $2\zeta(3)/r^3$. By symmetry, axial and transverse dipoles on a line do not couple. As the spacing falls, the first instability is therefore the longitudinal one.

As a direct check, the coupled equations were solved for 2001 atoms at $a/r^3=0.05$, $0.12$ and $0.19$. The central dipole agreed with (6) and (13) to within two parts in $10^4$.

## Neighbouring rows

In a solid the row has others beside it. Consider a simple cubic array of spacing $r$, made of rows much longer than the array is wide, with the field along the rows. Draw a sphere around one atom. By (2), the dipoles inside it contribute a field proportional to $\sum(3z^2-R^2)/R^5$. This vanishes, because cubic symmetry makes the sums of $x^2/R^5$, $y^2/R^5$ and $z^2/R^5$ equal.

The dipoles outside a large sphere can be treated as a continuous polarization $P=p/r^3$. The charges at the far ends of the long sample give a negligible field. The spherical surface carries the charge density $-P\cos\theta$, whose field at the centre is

$$\int P\cos^2\theta\,d\Omega
=2\pi P\int_{-1}^{1}u^2\,du=\frac{4\pi}{3}P. \tag{15}$$

The coupling is thus $4\pi/(3r^3)=4.189/r^3$, compared with $4.808/r^3$ for the single row. Direct summation over the other rows gives their share as $-0.619/r^3$, which accounts for the difference. The polarizability per atom becomes

$$A_{\rm cubic}=\frac{a}{1-y},\qquad y=\frac{4\pi a}{3r^3}. \tag{16}$$

Unlike the single row, the array does not stay stable up to the pole of its uniform response. If neighbouring rows point in opposite directions, the nearest rows reinforce each other and the coupling is $5.354/r^3$. This pattern becomes unstable at $y=0.78$, so (16) cannot describe a stable state beyond that value.

In this needle-shaped sample the macroscopic field equals the applied one, so the dielectric constant is $k=1+4\pi A_{\rm cubic}/r^3=1+3y/(1-y)$. Hence $k-1=3y/(1-y)$ and $k+2=3/(1-y)$, and their ratio is the Clausius–Mossotti relation,

$$\frac{k-1}{k+2}=\frac{4\pi a}{3r^3}. \tag{17}$$

## A row of methane molecules

Methane has no permanent dipole, and its tetrahedral symmetry makes its polarizability isotropic. It serves here as a rough stand-in for the methyl groups of organosilicate low-k films. A bonded methyl group is less polarizable and not isotropic: half of an ethane molecule, in the Hartree–Fock description used below, has a mean polarizability of 1.97 Å$^3$, about 14% less than methane. The spacing is $r=4.2$ Å, roughly the contact distance in solid methane.

A Hartree–Fock calculation with fixed nuclei, a C–H length of 1.09 Å, the aug-cc-pVDZ basis on carbon and cc-pVDZ on hydrogen gives $a=2.286$ Å$^3$. With $r^3=74.09$ Å$^3$,

$$x=\frac{4.808\times2.286}{74.09}=0.148,\qquad
A_{\rm chain}=\frac{2.286}{1-0.148}=2.68\ \text{Å}^3 .$$

This is 17% above the value for a single molecule. In SI units the polarizability is $4\pi\varepsilon_0A_{\rm chain}=2.99\times10^{-40}$ C m$^2$/V. For an isolated pair at the same spacing, $2a/r^3=0.062$ and $A_{\rm pair}=2.44$ Å$^3$. Across the line, $A_\perp=2.13$ Å$^3$, so molecules that are isotropic alone form a clearly anisotropic row.

Finite rows of 3, 10 and 100 molecules have mean polarizabilities of 2.51, 2.63 and 2.68 Å$^3$ per molecule. The mean for ten is about 2% below the infinite-line value. Molecules near the ends lack neighbours on one side. To first order in $a/r^3$, the mean coupling is the sum in (12) times $4/r^3$, or about $4[\zeta(3)-\zeta(2)/N]/r^3$ for large $N$. The shortfall therefore decreases as $1/N$ at this order.

The effect of small changes in the inputs follows from (6). At fixed $a$, $dx/d\ln r=-3x$, so

$$\frac{d\ln A_{\rm chain}}{d\ln r}=-\frac{3x}{1-x}=-0.52. \tag{18}$$

A 1% expansion lowers $A_{\rm chain}$ by about 0.5%. At fixed $r$, the corresponding derivative with respect to $\ln a$ is $1/(1-x)=1.17$, so errors in $a$ are slightly amplified. Including electron correlation by second-order perturbation theory (MP2) in the same basis raises $a$ to 2.335 Å$^3$ and $A_{\rm chain}$ to 2.75 Å$^3$. Using aug-cc-pVDZ on all atoms, again in Hartree–Fock, raises $a$ to 2.374 Å$^3$. The two changes act in the same direction, and together they give slightly more than their sum: MP2 with aug-cc-pVDZ on all atoms gives $a=2.45$ Å$^3$ and $A_{\rm chain}\approx2.9$ Å$^3$, about 9% above the value found here. The second digit of $A_{\rm chain}$ is therefore not settled, and the same holds for the pair and transverse values above.

## Do real molecules reach the divergence?

For $a=2.286$ Å$^3$, the predicted critical spacings are $r_{\rm chain}=2.22$ Å (0.222 nm) and $r_{\rm pair}=1.66$ Å (0.166 nm). Both lie far inside the contact distance, where the molecules cannot be expected to act as points. Hartree–Fock calculations on two methane molecules measure the departure. The molecules are oriented alike, with the line bisecting two opposite H–C–H angles of each. Solving $p=A_1(E+Tp)$ for the coupling $T$, with $A_2$ the pair's polarizability per molecule, gives

$$T=\frac1{A_1}-\frac1{A_2},\qquad f=\frac{T}{2/r^3}. \tag{19}$$

Here $A_1$ is the polarizability of one molecule computed with the basis functions of both, so that the larger basis of the pair is not mistaken for an interaction. Point dipoles have $f=1$.

At 4.2 Å the calculation gives $A_1=2.313$ and $A_2=2.434$ Å$^3$, hence $f=0.80$. The near agreement of $A_2$ with the 2.44 Å$^3$ of the point model is accidental: the pair's basis raises the single-molecule value while the coupling is weaker than assumed. The ratio also depends on orientation: with a C–H bond of each molecule along the line, pointing the same way, $f$ is about 0.9 at the same spacing. (The two molecules are then not equivalent, and $A_1$ is averaged over them.) In the original orientation at 6.0 Å, $f=0.94$. At $r_{\rm chain}$, a geometry used as a probe and not a stable arrangement, $f=0.28$. The ratio contains charge overlap, higher multipoles and remaining basis errors together, and these calculations do not separate them.

An estimate for the row follows by multiplying the nearest-neighbour part of (5) by $f$ and keeping the farther molecules as points:

$$\frac1{A_{\rm corr}}=\frac1a-\frac{4[f+\zeta(3)-1]}{r^3}. \tag{20}$$

At 4.2 Å this gives 2.61 Å$^3$, about 3% below (6), and the enhancement over a single molecule falls from 17% to 14%. At $r_{\rm chain}$, where $1/a=4\zeta(3)/r^3$, equation (20) reduces to $1/A_{\rm corr}=4(1-f)/r_{\rm chain}^3$. This is positive for $f<1$, and the estimate is 3.8 Å$^3$ instead of infinity. It is a rough value, since even the second neighbours are then only 4.4 Å apart. With aug-cc-pVDZ on all atoms the ratios $f$ hardly move (0.80, 0.95 and 0.28 at 4.2, 6.0 and 2.22 Å), but the larger $a$ raises the estimates to 2.72 Å$^3$ at 4.2 Å, an enhancement of 15%, and to 4.1 Å$^3$ at 2.22 Å. It does show that the divergence of (6) at this spacing depends on extending point-dipole coupling to molecules that no longer follow it.

In a real organosilicate film the methyl groups are bonded to a silica-like network and do not form straight, isolated rows. Replacing the row by a simple cubic array at the same $a$ and $r$ lowers the polarizability per molecule from 2.68 to 2.63 Å$^3$, a change of 2%, and gives $k=1.45$, or 1.48 with the larger value $a=2.45$ Å$^3$. Dense organosilicate films have $k$ of roughly 2.5 to 3, far above this. The methane array leaves out the network, with its own electronic polarizability and the displacement of its ions, so its $k$ is not an estimate for such a film. What the example does size is the local-field enhancement in a row of methane molecules at contact distance, with the field along the row: some 15%. For less polarizable methyl groups at the same spacing, the point-dipole model gives a smaller value. The main computed values are collected in the numerical output below.

## Numbers as computed

```
zeta(3)                                   1.202057
chain coupling 4 zeta(3), units 1/r^3     4.8082
r_chain / a^(1/3)                         1.6878
r_pair / a^(1/3)                          1.2599
r_chain / r_pair                          1.3396
largest eigenvalue, N =   2, units 1/r^3  2.0000
largest eigenvalue, N =   3, units 1/r^3  2.9562
largest eigenvalue, N =   5, units 1/r^3  3.8086
largest eigenvalue, N =  10, units 1/r^3  4.4277
largest eigenvalue, N = 100, units 1/r^3  4.7997
largest eigenvalue, N = 400, units 1/r^3  4.8075
largest transverse, N = 400, units 1/r^3  1.8030
limit 1.5 zeta(3), units 1/r^3            1.8031
other rows, cubic array, units 1/r^3      -0.6194
total coupling, cubic array, units 1/r^3  4.1888
C-H length                                1.09 A
spacing r                                 4.20 A
methane a, Hartree-Fock                   2.286 A^3
methane a, HF from energies               2.286 A^3
methane a, HF, aug-cc-pVDZ on all atoms   2.374 A^3
methane a, MP2                            2.335 A^3
r^3                                       74.088 A^3
2 a / r^3                                 0.0617
4 zeta(3) a / r^3                         0.1484
pair, per molecule                        2.437 A^3
chain of   3, mean per molecule          2.507 A^3
chain of  10, mean per molecule          2.626 A^3
chain of 100, mean per molecule          2.679 A^3
infinite chain, per molecule              2.685 A^3
infinite chain, SI                        2.987e-40 C m^2/V
infinite chain / single molecule          1.1742
infinite chain, transverse                2.128 A^3
critical spacing, chain                   2.224 A
critical spacing, chain, in nm            0.2224 nm
critical spacing, pair                    1.660 A
critical spacing, pair, in nm             0.1660 nm
infinite chain with MP2 a                 2.753 A^3
change of A_chain for r + 1 %             -0.51 %
cubic array, per molecule                 2.626 A^3
cubic array, dielectric constant k        1.445
HF single molecule in pair basis, at r    2.313 A^3
HF pair, per molecule, at r               2.434 A^3
HF / point coupling at 6.0 A              0.944
HF / point coupling at 4.2 A              0.795
HF / point coupling at r_chain            0.282
corrected chain at r                      2.607 A^3
corrected chain at r_chain                3.826 A^3
```
